**Dark guided resonances of a mirror-symmetric grating**

The program treats a grating lit with the electric field parallel to its lines and shows that a normally incident wave does not drive an $x$-odd guided mode, while a small tilt gives that mode a radiative half-width $\gamma\propto k_x^2$. Here $k=\omega/c$, $k_x$ is the in-plane wavenumber, $k_o$ and $k_e$ are the odd and even mode wavenumbers at normal incidence, and $v$ is the slab group velocity divided by $c$. A Fourier modal solver finds the complex modes and driven fields; the program asserts agreement with the Airy formula for a uniform film and with a real-space grid for the bound mode. It also asserts the quadratic width law, the weak-modulation limit of $(k-k_o)(k-k_e)=v^2k_x^2$, and agreement between the pole width and the phase of a driven spectrum. An off-centre slit must open leakage at normal incidence, and a centred slit must not. For SnO₂ ridges in silica, the output puts the dark mode at 662.64 nm and gives it a full width of 0.195 nm at a tilt of 1°. With a rough extinction coefficient of 0.001, absorption adds about 0.44 nm, and the driven absorptance is asserted to follow $2\gamma\gamma_a/(\gamma+\gamma_a)^2$ within 0.02, where $\gamma_a$ is the absorption half-width.

## Check in Python

```python
"""Dark guided resonances of a mirror-symmetric grating, E parallel to its lines.
Result under test: a normally incident wave does not drive an x-odd mode;
at small tilt its radiative half-width gamma grows as kx**2, and for weak
modulation (k-k_odd)*(k-k_even) = (v*kx)**2.
k = omega/c, kx = in-plane wavenumber, v = slab group velocity / c.
Time factor exp(-i omega t): a decaying mode has k = k_real - i gamma.
Lengths are in nm. The layer is embedded in silica and symmetric in z.
Angles are in air, with kx = k_odd*sin(angle) held fixed in each spectrum.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh

period, ridge, thickness = 400.0, 280.0, 140.0
n_ridge, n_out, extinction = 2.0, 1.46, 0.001
half = thickness / 2
G = 2 * np.pi / period
contrast = n_ridge**2 - n_out**2


def permittivity(strips, scale=1.0, nmax=10):
    """Fourier matrix of strips (centre, width, added permittivity)."""
    m = np.arange(-nmax, nmax + 1)
    d = m[:, None] - m[None, :]
    eps = n_out**2 * (d == 0).astype(complex)
    for centre, width, added in strips:
        eps += (added * width / period * np.sinc(d * width / period)
                * np.exp(-1j * d * G * centre))
    return np.where(d == 0, eps, scale * eps)


def operators(k, kx, eps):
    """Surface operators for z-even and z-odd fields, and outgoing slope."""
    nmax = eps.shape[0] // 2
    m = np.arange(-nmax, nmax + 1)
    K = m * G + kx
    w, V = np.linalg.eig(k**2 * eps - np.diag(K**2))
    q = np.sqrt(w + 0j)
    inverse = np.linalg.inv(V)
    even = (V * (q * np.tan(q * half))) @ inverse
    odd = -(V * (q / np.tan(q * half))) @ inverse
    slope = -np.sqrt(K**2 - n_out**2 * k**2 + 0j)
    slope[nmax] = 1j * np.sqrt(n_out**2 * k**2 - kx**2 + 0j)
    return even, odd, np.diag(slope)


def scatter(k, kx, eps):
    """Outgoing orders for unit incoming order zero in both z sectors."""
    even, odd, slope = operators(k, kx, eps)
    c = eps.shape[0] // 2
    return [np.linalg.solve(T + slope, (slope - T)[:, c]) for T in (even, odd)]


def powers(k, kx, eps):
    e, o = scatter(k, kx, eps)
    c = eps.shape[0] // 2
    return abs((e[c] + o[c]) / 2)**2, abs((e[c] - o[c]) / 2)**2


def parity_vector(sign, eps):
    v = np.zeros(eps.shape[0])
    c = eps.shape[0] // 2
    v[c + 1], v[c - 1] = 1 / np.sqrt(2), sign / np.sqrt(2)
    return v


def find_pole(kx, eps, sign, guess):
    """Complex secant search for a source-free outgoing solution."""
    v = parity_vector(sign, eps)

    def f(k):
        even, _, slope = operators(k, kx, eps)
        return 1 / (v @ np.linalg.solve(even + slope, v))

    a, b = complex(guess), guess * (1 + 1e-5 - 1e-5j)
    fa, fb = f(a), f(b)
    for _ in range(60):
        if fb == fa:
            return b
        step = -fb * (b - a) / (fb - fa)
        a, fa, b = b, fb, b + step
        if abs(step) < 1e-12 * abs(b):
            return b
        fb = f(b)
    raise RuntimeError("pole search did not converge")


def bound_odd(eps):
    """Real frequency of the x-odd bound mode at kx = 0."""
    nmax = eps.shape[0] // 2
    P = np.zeros((2 * nmax + 1, nmax))
    for j in range(1, nmax + 1):
        P[nmax + j, j - 1], P[nmax - j, j - 1] = 2**-0.5, -2**-0.5

    def top(k):
        even, _, slope = operators(k, 0.0, eps)
        M = P.T @ (even + slope).real @ P
        return np.linalg.eigvalsh((M + M.T) / 2)[-1]

    return brentq(top, G / n_ridge, G / n_out * (1 - 1e-9), xtol=1e-16)


def two_wave(kx, ko, ke, v):
    """Root of the two-wave equation that joins the odd mode."""
    gap = ke - ko
    return ko - 2 * (v * kx)**2 / (gap * (1 + np.sqrt(1 + 4 * (v * kx / gap)**2)))


def odd_amplitude(k, kx, eps):
    b = scatter(k, kx, eps)[0]
    return abs(parity_vector(-1, eps) @ b) / 2


# Scattering solver against the Airy formula for a uniform film.
film = permittivity([(0.0, period, contrast)])
k_test = 2 * np.pi / 650
r1 = (n_out - n_ridge) / (n_out + n_ridge)
phase = np.exp(2j * n_ridge * k_test * thickness)
airy = abs(r1 * (1 - phase) / (1 - r1**2 * phase))**2
assert abs(powers(k_test, 0.0, film)[0] - airy) < 1e-10

# Group velocity from the dispersion relation of the averaged uniform slab.
eps_mean = n_out**2 + contrast * ridge / period


def slab_k(q):
    def f(k):
        a = np.sqrt(max(eps_mean * k**2 - q**2, 0.0))
        return a * np.tan(a * half) - np.sqrt(max(q**2 - n_out**2 * k**2, 0.0))
    return brentq(f, q / np.sqrt(eps_mean), q / n_out, xtol=1e-16)


v = (slab_k(G * 1.0001) - slab_k(G * 0.9999)) / (0.0002 * G)

# Follow both normal-incidence modes from weak to full modulation.
ridge_strip = [(0.0, ridge, contrast)]
ratios, previous, gap = {}, 0.02, None
for s in (0.02, 0.05, 0.1, 0.2, 0.4, 0.6, 0.8, 1.0):
    eps = permittivity(ridge_strip, s)
    ko = bound_odd(eps)
    guess = ko * 1.001 if gap is None else ko + gap * s / previous
    ke = find_pole(0.0, eps, +1, guess)
    gap, previous = ke - ko, s
    kx = 0.05 * abs(gap)
    exact = find_pole(kx, eps, -1, two_wave(kx, ko, ke, v))
    ratios[s] = exact.imag / two_wave(kx, ko, ke, v).imag
assert abs(ratios[0.02] - 1) < 0.03
assert ke.imag < 0 and ke.real < G / n_out

# Bound mode from a real-space grid, without Fourier expansion.
dx, nx, nz = 5.0, 39, 240
x, z = dx * np.arange(1, nx + 1), dx * (np.arange(nz) + 0.5)
fill = np.where(x < ridge / 2, 1.0, np.where(x == ridge / 2, 0.5, 0.0))
grid_eps = n_out**2 + contrast * np.outer(fill, z < half)
Dx = diags([-np.ones(nx - 1), 2 * np.ones(nx), -np.ones(nx - 1)], [-1, 0, 1])
dz = 2 * np.ones(nz)
dz[0] = 1.0
Dz = diags([-np.ones(nz - 1), dz, -np.ones(nz - 1)], [-1, 0, 1])
lap = (kron(Dx, identity(nz)) + kron(identity(nx), Dz)) / dx**2
weight = diags(1 / np.sqrt(grid_eps.ravel()))
value = eigsh((weight @ lap @ weight).tocsc(), k=1, sigma=0.0,
              return_eigenvectors=False)[0]
k_grid = np.sqrt(value)
assert abs(k_grid / ko - 1) < 2e-3  # second-order grid error at 5 nm spacing

# Normal incidence is dark; an off-centre slit opens leakage.
normal_pole = find_pole(0.0, eps, -1, ko * (1 + 1e-4))
assert abs(normal_pole.imag) < 1e-11 * ko
dark = odd_amplitude(ko * (1 + 1e-7), 0.0, eps)
assert dark < 1e-6
slit_width, slit_offset = 20.0, 70.0
slit_gamma = []
for centre in (0.0, slit_offset):
    cut = permittivity(ridge_strip + [(centre, slit_width, -contrast)])
    slit_gamma.append(-find_pole(0.0, cut, -1, ko).imag)
assert abs(slit_gamma[0]) < 1e-10 * ko
assert slit_gamma[1] > 1e-3 * abs(ke.imag)


def tilted(angle, material=eps):
    kx = ko * np.sin(np.radians(angle))
    return kx, find_pole(kx, material, -1, two_wave(kx, ko, ke, v))


# Quadratic width and inverse-angle field growth without loss.
small = [tilted(a) for a in (0.02, 0.04)]
power = (np.log(small[1][1].imag / small[0][1].imag)
         / np.log(small[1][0] / small[0][0]))
assert abs(power - 2) < 0.01
amps = []
for a in (0.1, 0.2):
    kx, p = tilted(a)
    amps.append(odd_amplitude(p.real, kx, eps))
assert abs(amps[0] / amps[1] - 2) < 0.06

# Pole width against the phase of a driven real-frequency spectrum.
kx1, p1 = tilted(1.0)
g1 = -p1.imag
c = eps.shape[0] // 2
left = scatter(p1.real - g1 / 2, kx1, eps)[0][c]
right = scatter(p1.real + g1 / 2, kx1, eps)[0][c]
phase_turn = np.angle(right / left)
assert abs(phase_turn - 4 * np.arctan(0.5)) < 0.04
scan = p1.real + g1 * np.tan(np.linspace(-1.45, 1.45, 201))
R_tilt = np.array([powers(k, kx1, eps) for k in scan])
R_normal = np.array([powers(k, 0.0, eps) for k in scan])
assert np.max(abs(R_tilt.sum(axis=1) - 1)) < 1e-8
assert R_tilt[:, 0].max() > 0.98 and R_tilt[:, 0].min() < 0.02
assert np.ptp(R_normal[:, 0]) < 0.1

# Absorption in the ridges: driven absorptance against pole widths.
lossy = permittivity([(0.0, ridge, (n_ridge + 1j * extinction)**2 - n_out**2)])
gamma_abs = -find_pole(0.0, lossy, -1, ko).imag
loss_rows = []
for a in (0.2, 0.5, 1.0, 2.0):
    kx, clean = tilted(a)
    _, damped = tilted(a, lossy)
    gr, ga = -clean.imag, clean.imag - damped.imag
    R, T = powers(damped.real, kx, lossy)
    formula = 2 * gr * ga / (gr + ga)**2
    assert abs(1 - R - T - formula) < 0.02  # smooth background absorption
    ks = damped.real - damped.imag * np.tan(np.linspace(-1.45, 1.45, 101))
    peak = max(powers(k, kx, lossy)[0] for k in ks)
    loss_rows.append((a, 1 - R - T, formula, peak))
weak = []
for a in (0.02, 0.04):
    kx, p = tilted(a, lossy)
    weak.append(odd_amplitude(p.real, kx, lossy))
assert abs(weak[1] / weak[0] - 2) < 0.05

# Fourier truncation and other neglected effects.
fine = permittivity(ridge_strip, nmax=16)
ko_fine = bound_odd(fine)
fine_pole = find_pole(kx1, fine, -1, p1)
assert abs(ko_fine / ko - 1) < 1e-3
step = 0.01 * kx1
slope = (find_pole(kx1 + step, eps, -1, p1).real
         - find_pole(kx1 - step, eps, -1, p1).real) / (2 * step)
lam = 2 * np.pi / ko
waist = 100e3
spread = np.degrees(lam / (np.pi * waist))
equal_angle = np.degrees(np.arcsin(kx1 / ko * np.sqrt(gamma_abs / g1)))


def fwhm(p):
    return 2 * abs(p.imag) * 2 * np.pi / p.real**2


print(f"period, ridge, thickness: {period:.0f}, {ridge:.0f}, {thickness:.0f} nm")
print(f"rough indices SnO2, silica: {n_ridge:.2f}, {n_out:.2f}")
print(f"rough SnO2 extinction coefficient: {extinction:.4f}")
print(f"silica diffraction cutoff at normal: {n_out*period:.1f} nm")
print(f"slab group velocity / c: {v:.4f}")
print(f"odd mode wavelength, modal solver: {lam:.3f} nm")
print(f"odd mode wavelength, real grid: {2*np.pi/k_grid:.3f} nm")
print(f"even mode wavelength: {2*np.pi/ke.real:.2f} nm")
print(f"even mode full width: {fwhm(ke):.2f} nm")
print(f"odd amplitude driven at normal: {dark:.1e}")
print("tilt deg | wavelength nm | width nm | Q | two-wave width nm")
for a in (0.1, 0.2, 0.5, 1.0, 2.0):
    kx, p = tilted(a)
    model = two_wave(kx, ko, ke, v)
    print(f"{a:.1f} | {2*np.pi/p.real:.3f} | {fwhm(p):.5f} | "
          f"{p.real/(2*abs(p.imag)):.3g} | {fwhm(model):.5f}")
print(f"power of kx in width: {power:.4f}")
for s in (0.02, 0.2, 1.0):
    print(f"exact/two-wave width, modulation {s:.2f}: {ratios[s]:.4f}")
print(f"odd amplitude at 0.1, 0.2 deg: {amps[0]:.2f}, {amps[1]:.2f}")
print(f"phase turn across one half-width each way/2: {phase_turn:.4f} rad")
print(f"scan range: {2*np.pi/scan[-1]:.2f} to {2*np.pi/scan[0]:.2f} nm")
print(f"R range at 1 deg: {R_tilt[:,0].min():.4f} to {R_tilt[:,0].max():.4f}")
print(f"R range at normal: {R_normal[:,0].min():.4f} to {R_normal[:,0].max():.4f}")
print(f"slit width, offset: {slit_width:.0f}, {slit_offset:.0f} nm")
print(f"centred-slit gamma/k at normal: {abs(slit_gamma[0])/ko:.1e}")
print(f"offset-slit gamma/k at normal: {slit_gamma[1]/ko:.3e}")
print(f"absorption full width at normal: {2*gamma_abs*lam/ko:.4f} nm")
print(f"tilt for equal radiation and absorption: {equal_angle:.2f} deg")
print("with loss: tilt deg | absorptance | formula | peak R")
for row in loss_rows:
    print(f"{row[0]:.1f} | {row[1]:.4f} | {row[2]:.4f} | {row[3]:.4f}")
print(f"lossy amplitude at 0.02, 0.04 deg: {weak[0]:.4f}, {weak[1]:.4f}")
print(f"beam waist radius: {waist/1000:.0f} um")
print(f"beam divergence half-angle: {spread:.3f} deg")
print(f"lateral energy decay length at 1 deg: {abs(slope)/(2*g1)/1000:.1f} um")
print(f"fixed-angle width correction at 1 deg: {100*abs(slope*kx1/ko):.2f} %")
print(f"outer silica-air reflectance: {100*((n_out-1)/(n_out+1))**2:.2f} %")
print(f"truncation shift of odd mode: {abs(2*np.pi/ko_fine-lam):.4f} nm")
print(f"truncation change of 1 deg width: {100*abs(fwhm(fine_pole)/fwhm(p1)-1):.3f} %")
print("tests ok")
```

Output:

```
period, ridge, thickness: 400, 280, 140 nm
rough indices SnO2, silica: 2.00, 1.46
rough SnO2 extinction coefficient: 0.0010
silica diffraction cutoff at normal: 584.0 nm
slab group velocity / c: 0.5631
odd mode wavelength, modal solver: 662.640 nm
odd mode wavelength, real grid: 662.789 nm
even mode wavelength: 621.75 nm
even mode full width: 8.51 nm
odd amplitude driven at normal: 6.8e-09
tilt deg | wavelength nm | width nm | Q | two-wave width nm
0.1 | 662.650 | 0.00207 | 3.21e+05 | 0.00213
0.2 | 662.678 | 0.00825 | 8.04e+04 | 0.00851
0.5 | 662.877 | 0.05089 | 1.3e+04 | 0.05251
1.0 | 663.574 | 0.19473 | 3.41e+03 | 0.20088
2.0 | 666.194 | 0.66623 | 1e+03 | 0.68703
power of kx in width: 1.9999
exact/two-wave width, modulation 0.02: 0.9986
exact/two-wave width, modulation 0.20: 0.9868
exact/two-wave width, modulation 1.00: 0.9690
odd amplitude at 0.1, 0.2 deg: 310.50, 155.35
phase turn across one half-width each way/2: 1.8553 rad
scan range: 662.77 to 664.38 nm
R range at 1 deg: 0.0000 to 1.0000
R range at normal: 0.0635 to 0.0649
slit width, offset: 20, 70 nm
centred-slit gamma/k at normal: 1.0e-21
offset-slit gamma/k at normal: 5.694e-04
absorption full width at normal: 0.4431 nm
tilt for equal radiation and absorption: 1.51 deg
with loss: tilt deg | absorptance | formula | peak R
0.2 | 0.0391 | 0.0359 | 0.0680
0.5 | 0.1876 | 0.1852 | 0.0878
1.0 | 0.4271 | 0.4257 | 0.1692
2.0 | 0.4776 | 0.4765 | 0.4118
lossy amplitude at 0.02, 0.04 deg: 0.2892, 0.5781
beam waist radius: 100 um
beam divergence half-angle: 0.121 deg
lateral energy decay length at 1 deg: 56.9 um
fixed-angle width correction at 1 deg: 0.28 %
outer silica-air reflectance: 3.50 %
truncation shift of odd mode: 0.0016 nm
truncation change of 1 deg width: 0.008 %
tests ok
```
